PAW logarithmic derivative with two reference energies: order of the error

**Setting**

Hartree atomic units are used. One angular-momentum channel l of a spherical, non-relativistic atom is treated, with frozen potentials. Radial functions are real and behave as r^(l+1) at the origin. The kinetic operator is T = −½ d²/dr² + l(l+1)/(2r²), ⟨f|g⟩ is the integral of fg over 0 ≤ r ≤ r_c, a prime on a function of r is d/dr, and a dot is d/de. The potentials v and ṽ have r·v and r·ṽ bounded.

The all-electron solution obeys (T + v − e)u = 0. It is scaled to u(r_c) = 1, so its logarithmic derivative at r_c is L(e) = u′(r_c). At two reference energies e₁ ≠ e₂ the partial waves are φ_i = u(e_i), which requires that neither has a node at r_c. Smooth partial waves φ̃_i agree with φ_i in value and slope at r_c. Projectors p_i vanish outside r_c and are dual to the smooth waves, ⟨p_i|φ̃_j⟩ = δ_ij. With

Q_ij = ⟨φ_i|φ_j⟩ − ⟨φ̃_i|φ̃_j⟩
D_ij = ⟨φ_i|(T+v)φ_j⟩ − ⟨φ̃_i|(T+ṽ)φ̃_j⟩
K(e) = D − eQ

the PAW equation is

(T + ṽ − e)ũ + Σ_jk p_j K_jk(e) ⟨p_k|ũ⟩ = 0.

Its solution is scaled to ũ(r_c) = 1, L̃(e) = ũ′(r_c), and ΔL = L̃ − L. Two more objects are needed:

χ_i = (e_i − T − ṽ)φ̃_i,  B_ji = ⟨φ̃_j|χ_i⟩.

**(a) Show that K is symmetric, and evaluate K_ji at e = e_i.**

*Solution.* Define the symmetric form

a_e(f,g) = ½⟨f′|g′⟩ + ⟨f|[l(l+1)/(2r²) + v − e]g⟩

and ã_e with ṽ in place of v. One integration by parts gives −½∫fg″ = −½[fg′] + ½∫f′g′. The boundary term at the origin vanishes because fg′ behaves as r^(2l+1). Hence

a_e(f,g) = ⟨f|(T+v−e)g⟩ + ½ f(r_c) g′(r_c),   (1)

and the same holds for ã_e. From the definitions of D and Q,

K_ij = ⟨φ_i|(T+v−e)φ_j⟩ − ⟨φ̃_i|(T+ṽ−e)φ̃_j⟩.

By (1) each bracket is a form minus a boundary term. The two boundary terms, ½φ_i φ_j′ and ½φ̃_i φ̃_j′ at r_c, are equal because values and slopes match, so they cancel:

K_ij(e) = a_e(φ_i,φ_j) − ã_e(φ̃_i,φ̃_j).   (2)

Both forms are symmetric, so K is symmetric. At e = e_i the all-electron bracket ⟨φ_j|(T+v−e_i)φ_i⟩ is zero, and (T+ṽ−e_i)φ̃_i = −χ_i, so

K_ji(e_i) = D_ji − e_i Q_ji = B_ji.   (3)

B itself need not be symmetric: (3) gives B₁₂ − B₂₁ = (e₁ − e₂)Q₁₂.

**(b) Under what condition on the projectors does φ̃_i solve the PAW equation at e_i? When is the scaled solution unique, and how does it depend on e?**

*Solution.* Insert φ̃_i at e = e_i. Duality gives ⟨p_k|φ̃_i⟩ = δ_ki, and (3) gives the residual

ρ_i = −χ_i + Σ_j p_j B_ji.   (4)

If ρ_i = 0, then χ_i lies in the span of the projectors. Conversely, if χ_i = Σ_j p_j m_j, projecting on φ̃_k gives m_k = B_ki by duality, so ρ_i = 0. The condition is therefore

(A) χ₁ and χ₂ lie in the span of p₁ and p₂.

Duality alone does not imply (A). When B is invertible, p_k = Σ_i χ_i (B⁻¹)_ik satisfies both, since ⟨φ̃_j|p_k⟩ = (BB⁻¹)_jk.

For uniqueness, note that the nonlocal term is a combination of projectors, so any regular solution obeys (T+ṽ−e)ũ = Σβ_j p_j and can be written

ũ = αu₀ + β₁y₁ + β₂y₂,

where (T+ṽ−e)u₀ = 0 with u₀ → r^(l+1), and (T+ṽ−e)y_j = p_j with no r^(l+1) term. The PAW equation, read as coefficients of the independent functions p_j, and the scaling give three linear equations:

β_j + Σ_k K_jk [α⟨p_k|u₀⟩ + Σ_m β_m⟨p_k|y_m⟩] = 0,  j = 1, 2
αu₀(r_c) + Σ_m β_m y_m(r_c) = 1.

Call the 3×3 matrix M(e). A null vector of M is a nonzero regular solution with ũ(r_c) = 0, so det M ≠ 0 states that no such solution exists. Assume

(C) det M(e₁) ≠ 0 and det M(e₂) ≠ 0.

Then the scaled solution at e_i is unique, and under (A) it is φ̃_i. Since φ̃_i′(r_c) = φ_i′(r_c),

L̃(e_i) = L(e_i).   (5)

The dependence on e follows from the Volterra form of the local equation,

u₀(r) = r^(l+1) + 2∫₀^r G(r,s)[ṽ(s) − e]u₀(s) ds,
G = [r^(l+1)s^(−l) − s^(l+1)r^(−l)]/(2l+1).

G solves the free radial equation in r, vanishes at r = s and has unit slope there. For s ≤ r, |G|(s/r)^(l+1) ≤ s. The n-th iterate of u₀/r^(l+1) is thus a polynomial in e bounded by (2∫s|ṽ−e|ds)ⁿ/n!. The series converges uniformly for bounded complex e, so u₀ is entire in e. The same holds for y_j, whose starting term is −2∫G p_j, and for the unscaled all-electron solution. All entries of M are entire. By Cramer's rule ũ and L̃ are meromorphic, with poles possible only at zeros of det M, and L is meromorphic with poles where the unscaled solution vanishes at r_c. Both are analytic near e₁ and e₂.

**(c) Find dL/de and dL̃/de at a general energy, and compare them at the references.**

*Solution.* Write the PAW equation as (H̃ − eS)ũ = 0 with H̃ = T + ṽ + Σ|p_j⟩D_jk⟨p_k| and S = 1 + Σ|p_j⟩Q_jk⟨p_k|. Let z = ∂ũ/∂e. Differentiating gives

(H̃ − eS)z = Sũ.

The scaling ũ(r_c) = 1 holds at every e, so z(r_c) = 0, while z′(r_c) = dL̃/de. Multiply by ũ and integrate. Relation (1), used once in each order and subtracted, gives Green's identity

⟨ũ|Tz⟩ = ⟨z|Tũ⟩ − ½[ũz′ − ũ′z](r_c) = ⟨z|Tũ⟩ − ½ dL̃/de.

The local potential and, by the symmetry of K, the nonlocal term can be moved onto ũ with no boundary term. The left side becomes ⟨z|(H̃−eS)ũ⟩ − ½dL̃/de, and the bracket vanishes. With c_i = ⟨p_i|ũ⟩,

dL̃/de = −2⟨ũ|S|ũ⟩ = −2[⟨ũ|ũ⟩ + Σc_i Q_ij c_j].   (6)

The same steps with no projectors give

dL/de = −2⟨u|u⟩.   (7)

At e = e_i, ũ = φ̃_i and c_j = δ_ij, so ⟨ũ|S|ũ⟩ = ⟨φ̃_i|φ̃_i⟩ + Q_ii = ⟨φ_i|φ_i⟩ by the definition of Q. The slopes agree at both references. The energy slope of a logarithmic derivative measures the charge inside r_c, and the overlap operator restores the charge that the smoothing changed.

**(d) What follows for the form of ΔL(e)? In what sense is the error proportional to a polynomial?**

*Solution.* ΔL is analytic near e₁ with ΔL(e₁) = 0 and dΔL/de(e₁) = 0, so its Taylor series starts at (e−e₁)² or higher, and likewise at e₂. With w = (e−e₁)(e−e₂),

ΔL(e) = w² g(e) = (e−e₁)²(e−e₂)² g(e),   (8)

where g = ΔL/w² is meromorphic, finite at e₁ and e₂, and has poles only where L or L̃ has one. At a reference, w² ≈ (e−e₁)²(e₁−e₂)², so

g(e₁) = ½ d²ΔL/de²(e₁)/(e₁−e₂)².

"Proportional" therefore means that w² is a factor. Nothing makes g constant, and (8) bounds the error only on an interval where g is bounded. It says nothing near an energy at which u or ũ has a node at r_c, and this includes a ghost, a zero of det M with no all-electron partner. The argument does not use the number of references: one reference gives the factor (e−e₁)² alone.

**(e) Derive a closed expression for ΔL in which the factor w² is visible term by term.**

*Solution.* Split the smooth solution into the part that the projectors see and a remainder, and apply the PAW transformation:

Φ̃ = Σc_i φ̃_i,  Φ = Σc_i φ_i,  δ = ũ − Φ̃,  η = δ + Φ − u.

Duality gives ⟨p_i|δ⟩ = c_i − c_i = 0, and (A) then gives ⟨χ_i|δ⟩ = 0. The function δ + Φ is the PAW reconstruction of the all-electron wave and η is its error. At r_c, Φ = Φ̃, so δ + Φ = ũ = 1 and η(r_c) = 0.

Relation (1) with f = g = u gives a_e(u,u) = L/2. For ũ, the PAW equation gives ⟨ũ|(T+ṽ−e)ũ⟩ = −ΣcKc, so ã_e(ũ,ũ) + ΣcKc = L̃/2. By (2), ΣcKc = a_e(Φ,Φ) − ã_e(Φ̃,Φ̃). Expanding ũ = δ + Φ̃, the term ã_e(Φ̃,Φ̃) cancels:

L̃/2 = ã_e(δ,δ) + 2ã_e(δ,Φ̃) + a_e(Φ,Φ).

Now evaluate a_e on δ + Φ = u + η in two ways. Relation (1) gives a_e(η,u) = 0 + ½η(r_c)u′(r_c) = 0, so

a_e(δ,δ) + 2a_e(δ,Φ) + a_e(Φ,Φ) = L/2 + a_e(η,η).

Solving this for a_e(Φ,Φ) and inserting it,

ΔL/2 = a_e(η,η) + [ã_e(δ,δ) − a_e(δ,δ)] + 2[ã_e(δ,Φ̃) − a_e(δ,Φ)].

The first bracket is ⟨δ|(ṽ−v)δ⟩. For the second, use (1) with (T+ṽ−e)φ̃_i = −χ_i + (e_i−e)φ̃_i and (T+v−e)φ_i = (e_i−e)φ_i:

ã_e(δ,φ̃_i) = −⟨δ|χ_i⟩ + (e_i−e)⟨δ|φ̃_i⟩ + ½δ(r_c)φ̃_i′(r_c)
a_e(δ,φ_i) = (e_i−e)⟨δ|φ_i⟩ + ½δ(r_c)φ_i′(r_c).

The χ term is zero and the boundary terms are equal, so the difference is (e−e_i)⟨δ|φ_i−φ̃_i⟩. The result is

ΔL = 2a_e(η,η) + 2⟨δ|(ṽ−v)δ⟩ + 4Σ_i c_i(e−e_i)⟨δ|φ_i−φ̃_i⟩.   (9)

At e₁, ũ = φ̃₁, c = (1,0) and u = φ₁, so δ = 0 and η = 0; the same holds at e₂. Being analytic there, δ and η each carry a factor w. The weight c₁(e−e₁) vanishes at e₁ through the explicit factor and at e₂ through c₁(e₂) = 0, so it carries w too, as does c₂(e−e₂). Each term of (9) is a product of two such quantities. The remainder δ measures the truncation: it is the part of ũ outside the span of the two smooth waves, and where δ = 0 the error is 2a_e(η,η) with η = Φ − u.

Near e₁, with t = e−e₁, δ ≈ tδ̇, η ≈ tη̇, c₁(e−e₁) ≈ t and c₂(e−e₂) ≈ tċ₂(e₁−e₂). The coefficient of t² gives

g(e₁)(e₁−e₂)² = 2a_e₁(η̇,η̇) + 2⟨δ̇|(ṽ−v)δ̇⟩ + 4⟨δ̇|φ₁−φ̃₁⟩ + 4ċ₂(e₁−e₂)⟨δ̇|φ₂−φ̃₂⟩,   (10)

and the same with 1 and 2 exchanged.

The sign of the first term has a definite meaning. Because η vanishes at both ends, it can be expanded in the normalised eigenfunctions of T + v with a node at r_c. Their eigenvalues ε_n are the poles of L, and

a_e(η,η) = Σ_n (ε_n − e) η_n².

This can be negative only through components of η along levels ε_n below e. When e lies below the first pole of L that belongs to a valence state, those levels are the core-like ones.

**(f) Which matching is lost if (i) the projectors are dual but violate (A), (ii) the diagonal elements K_ii are frozen at e_i, (iii) K₁₂ is frozen at e₁? Assume (C) for each modified equation.**

*Solution.* For a symmetric K define F(f,g) = ã_e(f,g) + Σ⟨f|p_j⟩K_jk⟨p_k|g⟩. By (1), F(f,g) = ⟨f|(H̃−eS)g⟩ + ½f(r_c)g′(r_c).

(i) At e = e_i, duality and (2) give F(φ̃_i,φ̃_i) = ã_e(φ̃_i,φ̃_i) + K_ii = a_e(φ_i,φ_i) = L/2, for any dual projectors. Let ζ = φ̃_i − ũ, so ζ(r_c) = 0. Then F(ζ,ũ) = 0 and F(ũ,ũ) = L̃/2, so L/2 = L̃/2 + F(ζ,ζ). Also F(ζ,ζ) = F(ζ,φ̃_i) − F(ζ,ũ) = ⟨ζ|ρ_i⟩. Hence

ΔL(e_i) = −2⟨ζ|ρ_i⟩.   (11)

Since (H̃−eS)ζ = ρ_i with ζ(r_c) = 0, ζ is the response of the operator to ρ_i. The operator changes with the projectors, so the value error is quadratic in the residual only at leading order, for projectors close to a set that satisfies (A); for a large residual no such scaling holds. The value match is no longer guaranteed; (A) is sufficient for it, and (11) does not show that it is necessary.

(ii) Now K′_ij = K_ij + (e−e_i)Q_ii δ_ij. Column i at e_i is unchanged, so ρ_i = 0 and both values still match. The overlap matrix in (6) is −dK′/de, whose diagonal is zero, so dL̃/de = −2⟨φ̃_i|φ̃_i⟩ at e_i and

dΔL/de(e_i) = −2⟨φ̃_i|φ̃_i⟩ + 2⟨φ_i|φ_i⟩ = 2Q_ii.

The zeros become simple unless the smooth waves conserve the norm, Q_ii = 0.

(iii) Column 1 at e₁ and Q₁₁ are unchanged, so value and slope at e₁ survive. At e₂ the residual is ρ = p₁[K₁₂(e₁) − K₁₂(e₂)] = (e₂−e₁)Q₁₂p₁. The step F(φ̃₂,φ̃₂) = L/2 uses K₂₂ alone, so (11) applies:

ΔL(e₂) = −2(e₂−e₁)Q₁₂⟨ζ|p₁⟩.

The off-diagonal overlap is what lets a symmetric K take the value B₂₁ at e₁ and B₁₂ at e₂.

**(g) How much does a bound level E of the atom move in the PAW equation, if ṽ = v outside r_c?**

*Solution.* Outside r_c both equations are the same. Let L_out(e) be the logarithmic derivative at r_c of the decaying solution u_out, scaled to 1 at r_c. The argument of (c) on r ≥ r_c has its boundary term at the lower limit, so the sign flips: dL_out/de = +2∫u_out². Assume that the level has no node at r_c, u_E(r_c) ≠ 0. At E the inner and outer solutions then join, L(E) = L_out(E), into u_E/u_E(r_c) with u_E normalised over all r, so

d(L − L_out)/de = −2/u_E(r_c)².

The PAW level solves L + ΔL − L_out = 0 at E + δE. Keeping terms linear in ΔL and δE, ΔL(E) − 2δE/u_E(r_c)² = 0, or

δE = ½ u_E(r_c)² ΔL(E) = ½ u_E(r_c)² w(E)² g(E).   (12)

The terms dropped, δE·dΔL/de and those in δE², are second order in g. The first changes the shift by δE²·(dΔL/de)/ΔL, which at a small distance t from a reference is about 2δE²/t: small against δE, but not bounded by a fixed multiple of δE². A level at a reference energy does not move, by (5).

**(h) Work the case v = −3/r, l = 0, r_c = 1.5 bohr, e₁ = −1.125 Ha, e₂ = 0.375 Ha, and read the numbers.**

*Solution.* This is a one-electron ion with nuclear charge Z = 3, a fixed point nucleus and no relativity; errors are measured against that same Hamiltonian. The smooth potential is the parabola matching v in value and slope, ṽ = −3 + x² Ha with x = r/r_c. Each smooth wave is Ax + Bx³ + Cx⁵, matched through the second derivative, and p = χB⁻¹. All values are in the numerical output below. There the PAW equation is solved by 40-digit power series; Chebyshev collocation of the same equation agrees to 1.6×10⁻¹³ relative to 1 + |L̃|, and L is tested against the confluent hypergeometric solution at three energies.

The first reference is the 2s level, u ∝ r(1 − 3r/2)e^(−3r/2), so

L(e₁) = 1/1.5 − 1.5/(1 − 2.25) − 1.5 = 0.666667 + 1.2 − 1.5 = 0.366667 bohr⁻¹.

The matching conditions are A + B + C = 1, A + 3B + 5C = r_cL = 0.55, and 6B + 20C = 2r_c²(v − e₁) = 4.5 × (−2 + 1.125) = −3.9375. Subtracting the first from the second gives 2B + 4C = −0.45, so 6B + 12C = −1.35 and 8C = −2.5875. Then C = −0.32344, B = 0.42188 and A = 0.90156. The node of the 2s wave inside r_c is removed.

The matrices satisfy (3):

B₁₁ = 0.531663 + 1.125 × (−0.029125) = 0.498897
B₂₁ = 1.215392 + 1.125 × (−0.156640) = 1.039172
B₁₂ = 1.215392 − 0.375 × (−0.156640) = 1.274132

in Ha·bohr. Condition (C) holds, with det M = 0.229 at e₁ and 0.0605 at e₂. The slope at e₁ is −2 × 0.487439 = −0.974878 bohr⁻¹Ha⁻¹ by (7), and (6) gives −2 × (0.516565 − 0.029125) = −0.97488. At e₂, −2 × (1.712057 − 0.516005) = −2.39210 against −2.392105. The printed value and slope errors, of size 10⁻³⁷ and 10⁻²¹ or smaller, lie far inside the tested tolerances of 10⁻²² and 10⁻¹⁶. The order of each zero, from the ratio of ΔL at offsets 10⁻⁴ and 10⁻⁵ Ha, is 2.0000 and 2.0001, so the zeros are double and not higher. Equation (10) is tested against the second difference of ΔL and gives g(e₁) = −3.278×10⁻³ and g(e₂) = −1.287×10⁻² bohr⁻¹Ha⁻⁴. A p channel with references −1.125 and −0.25 Ha passes the same tests, with positive g at both, so the sign of g is not fixed.

The factor g changes by 3.9 from one reference to the other. At e = −0.75 and e = 0 Ha the polynomial is the same, w² = (0.375 × 1.125)² = 0.1780 Ha⁴, yet the errors are −7.47×10⁻⁴ and −1.457×10⁻³ bohr⁻¹. At the midpoint, w² = 0.75⁴ = 0.3164 Ha⁴ and ΔL = 0.3164 × (−5.673×10⁻³) = −1.795×10⁻³ bohr⁻¹, which is 0.36 % of |L| = 0.5013 bohr⁻¹. Above the interval the error grows quickly: −0.298 bohr⁻¹ at 1.25 Ha and −11.9 at 1.75 Ha, where L is −12.5. Below it the growth is at first much slower (it diverges only at the pole of L near −4.43 Ha found below): −9.51×10⁻³ bohr⁻¹ at −2 Ha, which is as far below e₁ as 1.25 Ha is above e₂. Over the nine tabulated energies |g| varies by a factor 345.

The poles show where (8) stops being useful. On the span of the projectors S acts as the matrix 1 + QO with O_ij = ⟨p_i|p_j⟩, with eigenvalues 0.298 and 1.315, and on the orthogonal complement it is 1, so S is positive. Then L̃ falls monotonically between poles by (6). The zeros of det M are also real, because a solution with a node at r_c obeys ⟨ũ*|H̃ũ⟩ = e⟨ũ*|Sũ⟩ with a real left side and a positive factor on the right. A sign-change scan on a grid from −5.99 to 3.885 Ha (labelled [-6,4] in the output), which could miss a close pair of roots, finds poles of L at −4.430 and 2.273 Ha and zeros of det M at 1.883 and 3.882 Ha. The lowest all-electron pole is the 1s-like level confined to r_c, and the scan finds no PAW partner for it. The first PAW zero lies 0.39 Ha below the pole at 2.273 Ha, and the tabulated |g| rises steadily toward it. The zero at 3.882 Ha has no all-electron pole beside it within the scan. The next all-electron pole, outside the scanned range, lies at 12.5 Ha, 8.6 Ha higher. Counting zeros in order pairs the two, but L has no pole between 2.273 and 12.5 Ha, so near 3.9 Ha L̃ has a pole that L lacks and the zero acts as a ghost.

Equation (9) is tested at all nine energies. At e = −0.5 Ha its three terms are

−2.290×10⁻³ + 0.198×10⁻³ + 0.568×10⁻³ = −1.524×10⁻³ bohr⁻¹,

and with w = 0.625 × (−0.875), w² = 0.29907 Ha⁴, this gives g = −5.097×10⁻³. The η term is negative and the largest in every row. All rows lie between −4.430 and 2.273 Ha, so by the expansion in (e) the 1s-like term (ε₁ − e)η₁², the only negative one, exceeds in size the sum of all higher terms (ε_n − e)η_n². This compares energy-weighted terms, not the amplitudes η_n, which are not computed; in that sense the leading error here comes from the core-like component of η.

The modified schemes of (f) give the errors derived there; the survival of the slope at e₁ in case (iii) is derived but not tested. Projectors built from x(1−x²)² and x³(1−x²)² give value errors −0.0294 and +0.301 bohr⁻¹, tested against (11). Frozen diagonals give slope errors 2 × (−0.029125) = −0.05825 and 2 × (−0.516005) = −1.03201 bohr⁻¹Ha⁻¹. A frozen K₁₂ gives −0.347 bohr⁻¹ at e₂. With e₁ as the single reference the zero at e₁ is still double, but the error at −0.5 Ha is −6.03×10⁻² bohr⁻¹, 40 times the two-reference value, and −1.36 bohr⁻¹ at e₂.

The 3s level, E = −0.5 Ha, lies between the references. With u_E(r_c)² = 0.112021 bohr⁻¹, (12) gives

δE = ½ × 0.112021 × (−1.5244×10⁻³) = −8.538×10⁻⁵ Ha.

Matching the PAW solution to the decaying Coulomb solution directly gives −8.536×10⁻⁵ Ha, or −2.32 meV. The two differ by 1.9×10⁻⁸ Ha, 0.02 % of the shift, within the tested allowance of 30 Ha⁻¹ × δE², which suits this level, 0.625 Ha from the nearer reference, and would be exceeded by a level within a few hundredths of a hartree of a reference.

Numbers as computed

```
Z = 3, l = 0, rc = 1.50 bohr, e1 = -1.125 Ha, e2 = 0.375 Ha
vs = -3.0000 + 1.0000 x^2 Ha, x = r/rc
phis_1 = 0.901563 x + 0.421875 x^3 + -0.323437 x^5
L(e1) = 0.366667 1/bohr, dL/de = -0.974878 1/(bohr Ha)
<phi|phi> = 0.487439, <phis|phis> = 0.516565 bohr
value error 2.0e-37 1/bohr, slope error 5.5e-23 1/(bohr Ha), order 2.0000
g(e1) = -3.27778e-03 1/(bohr Ha^4), det M = 2.2933e-01
phis_2 = 2.979066 x + -2.063844 x^3 + 0.084778 x^5
L(e2) = -1.859050 1/bohr, dL/de = -2.392105 1/(bohr Ha)
<phi|phi> = 1.196053, <phis|phis> = 1.712057 bohr
value error -4.9e-38 1/bohr, slope error -7.8e-22 1/(bohr Ha), order 2.0001
g(e2) = -1.28702e-02 1/(bohr Ha^4), det M = 6.0474e-02
Q11, Q12, Q22 = -0.029125, -0.156640, -0.516005 bohr
D11, D12, D22 = 0.531663, 1.215392, 2.540371 Ha bohr
B11, B12, B21, B22 = 0.498897, 1.274132, 1.039172, 2.733872 Ha bohr
eigenvalues of S on projector span: 0.2982, 1.3152
e (Ha); L, Lpaw-L (1/bohr); g (1/(bohr Ha^4)); eta, potential, cross terms (1/bohr)
-2.000   1.10749 -9.5148e-03 -2.2032e-03 | -1.159e-02  4.971e-04  1.578e-03
-1.500   0.70855 -1.3269e-03 -2.6839e-03 | -1.714e-03  9.496e-05  2.919e-04
-0.750  -0.02882 -7.4703e-04 -4.1973e-03 | -1.075e-03  8.348e-05  2.442e-04
-0.500  -0.33333 -1.5244e-03 -5.0970e-03 | -2.290e-03  1.975e-04  5.677e-04
-0.375  -0.50133 -1.7948e-03 -5.6726e-03 | -2.759e-03  2.505e-04  7.139e-04
 0.000  -1.08893 -1.4570e-03 -8.1861e-03 | -2.422e-03  2.558e-04  7.097e-04
 0.750  -2.94488 -1.1306e-02 -2.2868e-02 | -2.339e-02  3.334e-03  8.749e-03
 1.250  -5.47826 -2.9811e-01 -6.9029e-02 | -7.972e-01  1.416e-01  3.574e-01
 1.750 -12.49824 -1.1892e+01 -7.6099e-01 | -7.663e+01  1.891e+01  4.583e+01
max|g|/min|g| over table = 345.399; collocation deviation 1.6e-13
poles of L in [-6,4] Ha: -4.4298, 2.2726
zeros of det M in [-6,4] Ha: 1.8835, 3.8819
off-span projectors: value error at e1 = -2.9432e-02 1/bohr
off-span projectors: value error at e2 = 3.0142e-01 1/bohr
no diagonal Q: slope error at e1 = -0.058251 1/(bohr Ha)
no diagonal Q: slope error at e2 = -1.032009 1/(bohr Ha)
frozen K12: value error at e2 = -3.4727e-01 1/bohr
one reference: order at e1 2.0000
one reference: error -6.0302e-02 at -0.5 Ha, -1.3559e+00 at e2 (1/bohr)
3s level E = -0.5000 Ha, u_E(rc)^2 = 0.112021 1/bohr
first-order shift = -8.53814e-05 Ha
PAW 3s shift = -8.53624e-05 Ha = -2.3228 meV
l = 1 check, e1 = -1.125, e2 = -0.250 Ha: orders 2.0000, 2.0002
l = 1 check: g(e1) = 5.9046e-04, g(e2) = 3.1131e-03 1/(bohr Ha^4)
```
